# How far heat spreads sideways in a silicon film on oxide

**Question**

I'm stuck on an exercise about self-heating. A silicon film 50 nm thick, with thermal conductivity 50 W/mK, lies on 100 nm of oxide with conductivity 1.4 W/mK. Heat is released along a line in the film. I have to show that it "decays laterally over about 420 nm".

I tried the steady one-dimensional heat equation along the film, $T''=0$, but its solutions are straight lines and contain no length at all. The only lengths I can see are 50 nm and 100 nm, so where does something four times the oxide thickness come from? Does the result mean that the silicon is cold beyond 420 nm? And can I use it for a transistor that is being switched on and off?

**Answer**

Your equation $T''=0$ describes a film that keeps all its heat. This film leaks into the oxide all along its length, and the competition between flow along the film and leakage through the oxide sets the missing length.

**Setting up the balance**

Let $x$ be the distance from the source, measured in the plane of the film and perpendicular to the line. Call the film thickness and conductivity $t_s$ and $k_s$, and those of the oxide $t_{ox}$ and $k_{ox}$. The source releases power $P'$ per unit length. I assume for now that

- the state is steady and the source is long, so nothing varies along it;
- the substrate under the oxide stays at a fixed temperature, and $\theta(x)$ is the film's rise above it;
- no heat leaves through the top of the film;
- $\theta$ is uniform through the film thickness, and heat crosses the oxide vertically.

The uniformity is plausible because the vertical resistance of a unit area of film, $t_s/k_s=1\times10^{-9}$ m²K/W, is small beside that of the oxide, $t_{ox}/k_{ox}=71.4\times10^{-9}$ m²K/W. The last assumption is checked below.

Take a slice of film between $x$ and $x+dx$, of unit length along the source. By Fourier's law the heat flowing through the film in the $+x$ direction is

$$Q(x)=-k_s t_s\,\theta'(x).$$

The slice loses $(k_{ox}/t_{ox})\,\theta\,dx$ to the oxide. In the steady state, what enters must leave:

$$Q(x)=Q(x+dx)+\frac{k_{ox}}{t_{ox}}\theta\,dx
\quad\Rightarrow\quad Q'=-\frac{k_{ox}}{t_{ox}}\theta .$$

Since $Q'=-k_st_s\theta''$, the minus signs cancel and

$$\theta''=\frac{\theta}{L^2},\qquad L=\sqrt{\frac{k_s t_s t_{ox}}{k_{ox}}}.$$

If the oxide conducted nothing, $L$ would be infinite and your $T''=0$ would return.

**Solving it**

For $x>0$ the general solution is $\theta=Ae^{-x/L}+Be^{x/L}$. In a long film the rise must stay bounded, so $B=0$. By symmetry the other side is the mirror image, and half the power flows each way:

$$\frac{P'}{2}=-k_st_s\theta'(0^+)=\frac{k_st_sA}{L}.$$

This fixes $A$, so that

$$\theta(x)=\frac{P'L}{2k_st_s}\,e^{-|x|/L}.$$

Now insert the numbers. The units W/mK cancel in the ratio of conductivities, so the thicknesses can stay in nanometres:

$$L^2=\frac{50}{1.4}\times50\times100\ \text{nm}^2=178571\ \text{nm}^2,
\qquad L=422.6\ \text{nm}.$$

That is the required result. $L$ exceeds both thicknesses because silicon conducts so much better than oxide: heat travels far along the film before enough of it has leaked away.

**Is the silicon cold beyond 420 nm?**

No. At $x=L$ the rise is still $1/e$, or 37%, of its peak. The heat flowing in the film falls by the same factor, so 63% of the power has entered the oxide within a distance $L$ on either side.

For a concrete case take $P'=0.2$ mW/µm, which is 200 W/m. The peak is

$$\theta(0)=\frac{200\times422.6\times10^{-9}}{2\times50\times50\times10^{-9}}\ \text{K}=16.9\ \text{K}.$$

The table compares the film equation with a numerical solution of the two-dimensional heat equation in film and oxide, the source being spread evenly over the film thickness.

| Distance | Film equation | Two-dimensional |
|---|---|---|
| $0$ | 16.90 K | 16.80 K |
| $L$ | 6.22 K | 6.25 K |
| $2L$ | 2.29 K | 2.32 K |
| $3L$ | 0.84 K | 0.86 K |

These are averages over the film thickness. If the heat is released in a smaller spot, the spot itself is hotter: for a square of 5 nm side at the top of the film, Fourier's law gives about 19 K. For an ideal line the local temperature would grow logarithmically without limit, so 16.9 K is not the temperature of the line itself.

**What if the film ends nearby?**

Suppose it stops at insulating edges a distance $d$ on each side. Then $B$ no longer vanishes; instead $\theta'(d)=0$. The solution on the right is $\theta=C\cosh[(d-x)/L]$, and the source condition gives $k_st_sC\sinh(d/L)/L=P'/2$. Hence

$$\theta(0)=\frac{P'L}{2k_st_s}\coth\frac dL .$$

For $d\gg L$ the hyperbolic cotangent tends to 1 and the long-film result returns. For $d\ll L$ it tends to $L/d$, and using $L^2=k_st_st_{ox}/k_{ox}$ we get $\theta(0)\to P't_{ox}/(2dk_{ox})$. The whole island is then at nearly one temperature, and in this model its heat leaves straight down through an oxide strip of width $2d$. That requires the oxide to end at the same edges, or $d$ to be large compared with $t_{ox}$ as well. If the oxide continues beyond a narrow island, heat also spreads sideways in it and the island is cooler: for $d=100$ nm in your stack, a two-dimensional solution gives a peak almost 30% below the formula with the hyperbolic cotangent if the space beside the island is insulating, and about 43% below it if oxide fills that space up to the top of the film. The exponential therefore needs a film that extends well beyond $L$.

**Checking the vertical-flow assumption**

In two dimensions the steady temperature obeys Laplace's equation in each layer. Look for a solution that decays as $e^{-qx}$. The $x$ derivatives contribute $+q^2T$, so the vertical ones must contribute $-q^2T$, which means sines and cosines. With $y$ measured down from the insulated top and $z$ up from the substrate,

$$T_{film}=A\cos(qy)e^{-qx},\qquad T_{oxide}=B\sin(qz)e^{-qx}.$$

The cosine has zero slope at the top, and the sine vanishes at the substrate. At the interface, equal temperatures and equal downward fluxes require

$$A\cos(qt_s)=B\sin(qt_{ox}),\qquad
k_sqA\sin(qt_s)=k_{ox}qB\cos(qt_{ox}).$$

Dividing the second by the first and rearranging,

$$k_s\tan(qt_s)\tan(qt_{ox})=k_{ox}.$$

For small arguments $\tan u\approx u+u^3/3$. Keeping the first correction and dividing by $k_{ox}$,

$$q^2L^2\left[1+\frac{q^2(t_s^2+t_{ox}^2)}{3}\right]\approx1.$$

At leading order $q=1/L$, the film result. Putting that value into the small term gives $1/q^2\approx L^2+(t_s^2+t_{ox}^2)/3$, and the square root gives

$$\frac1q\approx L\left[1+\frac{t_s^2+t_{ox}^2}{6L^2}\right]
=422.6\left[1+\frac{12500}{6\times178571}\right]\text{nm}=427.5\ \text{nm}.$$

The tangent condition and the numerical two-dimensional solution also give 427.5 nm, so the simple formula is about 1% short. The approximation is good when both thicknesses are small compared with $L$. For the oxide, $t_{ox}^2/L^2=k_{ox}t_{ox}/(k_st_s)$, so the oxide must carry little heat sideways compared with the film. Here $k_{ox}t_{ox}$ is 140 and $k_st_s$ is 2500 in the same units.

As a second case, keep the conductivities and take 20 nm of silicon on 25 nm of oxide. The formula gives 133.6 nm and the two-dimensional solution 134.9 nm.

**Can you use it for a switched transistor?**

For the temperature at a given instant, only if the pulse is long enough for the film and oxide to reach their steady profile. The average over many regular cycles is simpler: with constant material properties the heat equation is linear, so the averaged rise follows the steady profile with the average power. To estimate the time, switch off the power and let the layers cool without lateral variation. Multiply the heat equation $C\,\partial_tT=\partial_z(k\,\partial_zT)$ by $T$ and integrate over both layers. The boundary terms vanish because $T=0$ at the substrate and the flux is zero at the top:

$$\frac12\frac{d}{dt}\int C\,T^2dz=-\int k(\partial_zT)^2dz .$$

Here $C$ is the heat capacity per volume. Approximate $T$ by $\theta$ in the film and $\theta z/t_{ox}$ in the oxide. The integral on the left becomes $(C_st_s+C_{ox}t_{ox}/3)\theta^2$, and the one on the right $k_{ox}\theta^2/t_{ox}$. Thus $d\theta/dt=-\theta/\tau$ with

$$\tau\approx\left(C_st_s+\frac{C_{ox}t_{ox}}3\right)\frac{t_{ox}}{k_{ox}} .$$

With rough heat capacities of 1.66 and 1.65 MJ/m³K for silicon and oxide, the bracket is $0.083+0.055=0.138$ J/m²K, and $\tau\approx9.9$ ns. Solving for the slowest mode without assuming a linear oxide profile gives 10.2 ns. A disturbance that also varies along $x$ has lateral conduction as a further way to relax, so this uniform mode is the slowest.

After about 50 ns, or five relaxation times, each transient mode is below 1% of its starting amplitude. For pulses of a few nanoseconds the steady profile has not formed. This estimate covers the film and the oxide below it, with nothing above the film. It leaves out the slower warming of the substrate and of any material on top: with the 1 µm oxide cover considered below, the slowest mode relaxes in about 150 ns instead of 10 ns.

**The substrate also warms up**

So far $\theta$ has been a rise above a fixed substrate temperature. Let the source have a finite length $W=10$ µm, and let the silicon substrate have conductivity $k_{sub}=150$ W/mK, a rough room-temperature value. The heat flux entering it is

$$j(x)=\frac{k_{ox}}{t_{ox}}\theta(x)=\frac{P'}{2L}e^{-|x|/L},$$

where I used $k_{ox}/(t_{ox}k_st_s)=1/L^2$. A point source of power $dQ$ on the surface of a half-space raises the temperature at distance $r$ by $dQ/(2\pi k_{sub}r)$. Integrating along a strip of length $W$, at its midpoint and a lateral distance $|x|\ll W$, gives a factor $\ln(W/|x|)/(\pi k_{sub})$ per unit power per length. Adding all strips, with $u=|x|/L$,

$$\Delta T_{sub}(0)=\frac{P'}{\pi k_{sub}}\int_0^\infty e^{-u}\left[\ln\frac WL-\ln u\right]du
=\frac{P'}{\pi k_{sub}}\left[\ln\frac WL+\gamma\right].$$

The last step uses $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, with Euler's constant $\gamma\approx0.577$. The result is 1.59 K, about 9% of the 16.9 K peak.

This background falls slowly: at $3L$ it is still 0.93 K, while the exponential has dropped to 0.84 K. The two are equal at about 1.2 µm. In this estimate, then, the temperature above ambient follows the simple exponential only over the first few hundred nanometres. Beyond about 1.2 µm the warm substrate contributes the larger part. The estimate ignores the reaction of this warming on the flux $j$. Including it leaves the crossing near 1.2 µm, but the extra rise of the film at the source is then 1.4 K, a little less than that of the substrate surface below it. The total rise of the film falls to $1/e$ of its peak at about 480 nm.

**How this compares with a real device**

The numbers resemble a silicon-on-insulator transistor near 300 K. A film conductivity of 50 W/mK is well below the bulk value, as expected when phonons scatter at the surfaces of a thin film. Devices with much thinner films and buried oxides also exist, and for them $L$ is shorter. Real devices break several of the assumptions; here each is changed alone.

*Interfaces.* A rough resistance of $5\times10^{-9}$ m²K/W at each of the two silicon–oxide boundaries adds to $t_{ox}/k_{ox}$. The total rises from 71.4 to 81.4 in units of $10^{-9}$ m²K/W, and $L$ grows as its square root, to 451 nm. The two-dimensional solution gives 456 nm.

*Hot silicon.* If $k_s$ falls roughly as $1/T$ and the oxide is unchanged, the local value of $L$ at the hot spot is $422.6\sqrt{300/316.9}=411$ nm.

*Material above the film.* Suppose 1 µm of oxide covers the film, with metal at the substrate temperature above it. Treating the cover as a second vertical leak would give $L=403$ nm, but the cover is thicker than $L$ and also carries heat sideways. For a mode $e^{-qx}$, an oxide layer of thickness $h$ with a cold far side has profile $\sin(qz)$ and draws a flux $k_{ox}q\cot(qh)$ per kelvin of film temperature. The thin-film balance becomes

$$k_st_sq=k_{ox}\left[\cot(qt_{ox})+\cot(qh)\right].$$

The slowest two-dimensional mode has $1/q=463$ nm, so $qh\approx2.2$, which exceeds $\pi/2$. The second cotangent is negative: in this mode the cover returns heat to the film, which is why the decay is longer and not shorter. Yet the film reaches $1/e$ of its peak, now 15.4 K, at 416 nm. The profile is therefore no longer a single exponential, and one length cannot describe it.

*Phonons with a finite mean free path.* Fourier's law assumes that this path $\Lambda$ is short compared with $L$. A rough bulk value of 300 nm, scaled by the conductivity ratio 50/150, gives $\Lambda=100$ nm and $a=\Lambda/L=0.237$. In a simple model with one mean free path, the energy $I$ carried at direction cosine $\mu$, in temperature units, obeys $\mu\Lambda\,dI/dx=T-I$. For $T\propto e^{-x/L}$ this gives $I=T/(1-\mu a)$, and the net flux is proportional to

$$\frac12\int_{-1}^{1}\frac{\mu\,d\mu}{1-\mu a}\approx\frac a3\left(1+\frac{3a^2}5\right).$$

The leading term is Fourier's law. If the oxide draws heat in proportion to $T$, the full integral raises the effective conductivity by 3.5%, and $L$ to 430 nm. If phonons are instead lost to the oxide in flight, the same kind of model gives 422 nm when 100 nm is taken as the path between scatterings alone, and 426 nm when it is the total path including the loss. So even the sign of the shift depends on such choices. The estimate suggests only that the shift is of the order of 1 or 2%, and it treats the phonons as if they were in an unbounded medium. Within about 100 nm of the source the exponential itself should not be trusted.

Taken one at a time, these four changes move the decay length by up to about 10% in these estimates, and the warm substrate treated earlier moves the $1/e$ distance by about 14%. "About 420 nm" is thus a fair statement for the layers in your exercise, but on a real chip even the second digit is uncertain. Most of the values quoted here are in the numerical output below.

## Table of computed values

```
film thickness: 50 nm
film conductivity: 50 W/mK
oxide thickness: 100 nm
oxide conductivity: 1.4 W/mK
source power per length: 0.2 mW/um
source width: 10 um
ambient temperature: 300 K
L squared: 178571 nm2
decay length L, film equation: 422.6 nm
decay length, two-dimensional field: 427.5 nm
decay length, tangent condition: 427.5 nm
decay length, series correction: 427.5 nm
distance to 1/e of peak, 2D field: 427.0 nm
rise at 0 L, film equation: 16.90 K
rise at 0 L, 2D field: 16.80 K
rise at 1 L, film equation: 6.22 K
rise at 1 L, 2D field: 6.25 K
rise at 2 L, film equation: 2.29 K
rise at 2 L, 2D field: 2.32 K
rise at 3 L, film equation: 0.84 K
rise at 3 L, 2D field: 0.86 K
second stack, film thickness: 20 nm
second stack, oxide thickness: 25 nm
second stack, L from film equation: 133.6 nm
second stack, L from 2D field: 134.9 nm
oxide resistance t_ox/k_ox: 71.4 1e-9 m2K/W
rough resistance per interface: 5.0 1e-9 m2K/W
L with interfaces, formula: 451.2 nm
L with interfaces, 2D field: 456.1 nm
rough substrate conductivity: 150 W/mK
substrate rise at centre, quadrature: 1.59 K
substrate rise at centre, formula: 1.59 K
substrate rise at 3 L: 0.93 K
substrate rise equals film law at: 1215 nm
cover thickness: 1000 nm
slowest decay length with cover: 462.7 nm
vertical-only cover estimate (wrong): 402.9 nm
peak rise with cover: 15.38 K
distance to 1/e of peak with cover: 416.4 nm
L with conductivity at hot spot: 411.2 nm
rough bulk phonon mean free path: 300 nm
rough film phonon mean free path: 100 nm
mean free path over L: 0.237
grey-phonon conductivity factor: 1.035
L with grey-phonon factor: 429.9 nm
rough film heat capacity: 1.66 MJ/m3K
rough oxide heat capacity: 1.65 MJ/m3K
slowest relaxation time, modes: 10.21 ns
slowest relaxation time, formula: 9.86 ns
```
